# Junction temperature when conductivity varies as inverse absolute temperature: a numerical check

```python
"""Self-heating with conductivity k(T) = k0*T0/T.

Result under test: Tj = T0*exp(D/T0), where T0 is the fixed base temperature,
D the junction rise found with constant conductivity k0 = k(T0), and Tj the
true junction temperature. SI units; temperatures in kelvin.
The nonlinear heat equation is solved directly, in one and two dimensions.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

T0 = 300.0            # base temperature, K
D = 100.0             # constant-conductivity junction rise, K
k0 = 150.0            # conductivity at T0, W/(m K)
L = 100e-6            # substrate thickness and half-cell width, m
a = 20e-6             # half-width of the strip heater, m


def conductivity(T):
    return k0 * T0 / T


def exponential_map(rise):
    return T0 * np.exp(rise / T0)


def slab_top(flux, thickness, T_bottom):
    """Integrate Fourier's law upward from the bottom of a slab."""
    sol = solve_ivp(lambda z, T: flux / conductivity(T), (0.0, thickness),
                    [T_bottom], rtol=1e-11, atol=1e-9, max_step=thickness / 20)
    assert sol.success
    return sol.y[0, -1]


# Uniformly heated slab
Tj = exponential_map(D)
q_slab = k0 * D / L
Tj_slab = slab_top(q_slab, L, T0)
T_mid = slab_top(q_slab, L / 2, T0)
assert abs(Tj_slab - Tj) < 1e-5
assert abs(T_mid - exponential_map(D / 2)) < 1e-5

# Differential resistance relative to its constant-conductivity value
eps = 1e-3
slope = (slab_top(q_slab * (1 + eps), L, T0)
         - slab_top(q_slab * (1 - eps), L, T0)) / (2 * eps * D)
assert abs(slope - np.exp(D / T0)) < 1e-5

# Shortcuts: one conductivity value for the whole slab, found self-consistently
T_hot = brentq(lambda T: T - T0 - q_slab * L / conductivity(T), T0, 1000)
T_mean = brentq(lambda T: T - T0 - q_slab * L / conductivity((T + T0) / 2),
                T0, 1000)
r = D / T0
assert abs(T_hot - T0 / (1 - r)) < 1e-6
assert abs(T_mean - T0 * (1 + r / 2) / (1 - r / 2)) < 1e-6
assert T_hot > T_mean > Tj_slab

# Half of D from a temperature-independent interface resistance
R_interface = (D / 2) / q_slab
T_below = slab_top(q_slab, L / 2, T0 + q_slab * R_interface)
T_above = slab_top(q_slab, L / 2, T0) + q_slab * R_interface
assert abs(T_below - (T0 + D / 2) * np.exp(D / (2 * T0))) < 1e-5
assert abs(T_above - (T0 * np.exp(D / (2 * T0)) + D / 2)) < 1e-5
assert Tj - T_below > 3 and T_below - T_above > 3

# Strip heater: Fourier series of the constant-conductivity peak rise
m = np.arange(1, 200001) * np.pi
length_eff = a + np.sum(2 * L * np.sin(m * a / L) * np.tanh(m) / m**2)
q_strip = k0 * D / length_eff


def strip_field(n, nonlinear):
    """Finite volumes on an (n+1) by (n+1) node grid; row 0 is the base."""
    h = L / n
    node = np.arange((n + 1)**2).reshape(n + 1, n + 1)    # [depth row, x]
    w_hor = np.ones((n + 1, n))
    w_hor[[0, -1], :] = 0.5
    w_ver = np.ones((n, n + 1))
    w_ver[:, [0, -1]] = 0.5
    start = np.concatenate([node[:, :-1].ravel(), node[:-1, :].ravel()])
    end = np.concatenate([node[:, 1:].ravel(), node[1:, :].ravel()])
    weight = np.concatenate([w_hor.ravel(), w_ver.ravel()])
    rows = np.arange(len(start))
    diff = coo_matrix((np.r_[-np.ones(len(rows)), np.ones(len(rows))],
                       (np.r_[rows, rows], np.r_[start, end])),
                      shape=(len(rows), node.size)).tocsr()
    free = node[1:, :].ravel()
    diff_free = diff[:, free]
    heat = np.zeros(node.size)
    edge = int(round(a / h))
    heat[node[-1, :edge + 1]] = q_strip * h
    heat[node[-1, [0, edge]]] *= 0.5
    T = np.full(node.size, T0)
    for _ in range(100):
        T_face = (T[start] + T[end]) / 2
        k_face = conductivity(T_face) if nonlinear else np.full(len(rows), k0)
        matrix = (diff_free.T @ diags(weight * k_face) @ diff_free).tocsc()
        T_new = np.full(node.size, T0)
        T_new[free] += spsolve(matrix, heat[free])
        change = np.max(np.abs(T_new - T))
        T = T_new
        if change < 1e-8:
            break
    assert change < 1e-8
    return T.reshape(n + 1, n + 1)


map_error = {}
for n in (25, 50):
    T_const = strip_field(n, False)
    T_true = strip_field(n, True)
    map_error[n] = np.max(np.abs(T_true - exponential_map(T_const - T0)))
peak_const = T_const[-1, 0]
peak_true = T_true[-1, 0]
assert abs(peak_const - (T0 + D)) < 0.5      # grid error of the strip source
assert abs(peak_true - Tj) < 0.7             # same error, steeper response
assert map_error[50] < 0.03                  # face-averaging error of the grid
assert map_error[50] < 0.5 * map_error[25]   # and it vanishes on refinement

print(f"Base temperature T0: {T0:.1f} K")
print(f"Constant-conductivity rise D: {D:.1f} K")
print(f"Ratio D/T0: {r:.6f}")
print(f"Factor exp(D/T0): {np.exp(r):.6f}")
print(f"Junction temperature, formula: {Tj:.3f} K")
print(f"Junction temperature in Celsius: {Tj - 273.15:.2f} deg C")
print(f"True rise Tj - T0: {Tj - T0:.3f} K")
print(f"Excess over constant-conductivity result: {Tj - T0 - D:.3f} K")
print(f"Second-order term D^2/(2 T0): {D**2 / (2 * T0):.3f} K")
print(f"Third-order term D^3/(6 T0^2): {D**3 / (6 * T0**2):.3f} K")
print(f"Conductivity at base k0: {k0:.1f} W/(m K)")
print(f"Conductivity at junction: {conductivity(Tj):.2f} W/(m K)")
print(f"Substrate thickness: {L * 1e6:.1f} micrometre")
print(f"Slab heat flux: {q_slab:.4e} W/m^2")
print(f"Slab junction, direct integration: {Tj_slab:.3f} K")
print(f"Slab mid-depth, direct integration: {T_mid:.3f} K")
print(f"Total resistance / constant-k value: {(Tj_slab - T0) / D:.4f}")
print(f"Differential resistance / constant-k value: {slope:.4f}")
print(f"Shortcut, k at junction temperature: {T_hot:.3f} K")
print(f"Shortcut, k at mean temperature: {T_mean:.3f} K")
print(f"Interface resistance for half of D: {R_interface:.4e} m^2 K/W")
print(f"Junction, interface below substrate: {T_below:.3f} K")
print(f"Junction, interface above substrate: {T_above:.3f} K")
print(f"Strip heater half-width: {a * 1e6:.1f} micrometre")
print(f"Strip effective length k0*D/q: {length_eff * 1e6:.3f} micrometre")
print(f"Strip heat flux: {q_strip:.4e} W/m^2")
print(f"Strip peak, constant k, 50 intervals: {peak_const:.3f} K")
print(f"Strip peak, k = k0*T0/T, 50 intervals: {peak_true:.3f} K")
print(f"Largest field deviation from map, 25 intervals: {map_error[25]:.5f} K")
print(f"Largest field deviation from map, 50 intervals: {map_error[50]:.5f} K")
print("success")
```

Output:

```
Base temperature T0: 300.0 K
Constant-conductivity rise D: 100.0 K
Ratio D/T0: 0.333333
Factor exp(D/T0): 1.395612
Junction temperature, formula: 418.684 K
Junction temperature in Celsius: 145.53 deg C
True rise Tj - T0: 118.684 K
Excess over constant-conductivity result: 18.684 K
Second-order term D^2/(2 T0): 16.667 K
Third-order term D^3/(6 T0^2): 1.852 K
Conductivity at base k0: 150.0 W/(m K)
Conductivity at junction: 107.48 W/(m K)
Substrate thickness: 100.0 micrometre
Slab heat flux: 1.5000e+08 W/m^2
Slab junction, direct integration: 418.684 K
Slab mid-depth, direct integration: 354.408 K
Total resistance / constant-k value: 1.1868
Differential resistance / constant-k value: 1.3956
Shortcut, k at junction temperature: 450.000 K
Shortcut, k at mean temperature: 420.000 K
Interface resistance for half of D: 3.3333e-07 m^2 K/W
Junction, interface below substrate: 413.476 K
Junction, interface above substrate: 404.408 K
Strip heater half-width: 20.0 micrometre
Strip effective length k0*D/q: 38.675 micrometre
Strip heat flux: 3.8785e+08 W/m^2
Strip peak, constant k, 50 intervals: 399.947 K
Strip peak, k = k0*T0/T, 50 intervals: 418.610 K
Largest field deviation from map, 25 intervals: 0.00325 K
Largest field deviation from map, 50 intervals: 0.00083 K
success
```
